# Quadratic Stark Shift of an Isotropic Hydrogenic Donor: a program that tests the result

```python
"""Quadratic Stark shift of an isotropic hydrogenic donor.

Result under test:  shift = -(1/2) alpha F^2,
    alpha = (9/2) 4 pi eps0 eps a^3 = (eps^4 / m^3) alpha_hydrogen
m     effective mass / free-electron mass
eps   static relative permittivity of the host
a     effective Bohr radius = (eps/m) * Bohr radius
F     macroscopic field inside the host, along +z
The electron Hamiltonian is p^2/(2 m m0) - e^2/(4 pi eps0 eps r) + e F z.
Numerical work uses meV and nm; a field of 1 MV/m is then 1 meV/nm.
The diagonalization never uses the effective Bohr radius or hartree.
"""
from functools import lru_cache
import numpy as np
import sympy as sp
from scipy import constants as sc
from scipy.special import eval_genlaguerre, gammaln

MEV = 1e-3 * sc.e
KINETIC = sc.hbar**2 / (2 * sc.m_e) / MEV * 1e18           # meV nm^2
COULOMB = sc.e**2 / (4 * sc.pi * sc.epsilon_0) / MEV * 1e9  # meV nm
BOHR = sc.physical_constants["Bohr radius"][0] * 1e9        # nm
HARTREE = sc.physical_constants["Hartree energy"][0] / MEV  # meV


@lru_cache(maxsize=None)
def basis_matrices(n_radial, n_l):
    """Kinetic, 1/x and x*cos(theta) matrices, with r = scale * x."""
    x, w = np.polynomial.laguerre.laggauss(60)
    values, slopes = [], []
    for l in range(n_l):
        p, q = [], []
        for n in range(n_radial):
            norm = np.exp(0.5 * (gammaln(n + 1) - gammaln(n + 2*l + 3)))
            lag = eval_genlaguerre(n, 2*l + 2, x)
            dlag = -eval_genlaguerre(n - 1, 2*l + 3, x) if n else 0 * x
            p.append(norm * x**(l + 1) * lag)
            q.append(norm * x**l * ((l + 1 - x / 2) * lag + x * dlag))
        values.append(np.array(p))
        slopes.append(np.array(q))
    size = n_radial * n_l
    kin, inv, dip = (np.zeros((size, size)) for _ in range(3))
    for l in range(n_l):
        b = slice(l * n_radial, (l + 1) * n_radial)
        p, q = values[l], slopes[l]
        assert np.allclose((p * w) @ p.T, np.eye(n_radial), atol=1e-8)
        kin[b, b] = (q * w) @ q.T + l * (l + 1) * (p * w / x**2) @ p.T
        inv[b, b] = (p * w / x) @ p.T
        if l + 1 < n_l:
            c = slice((l + 1) * n_radial, (l + 2) * n_radial)
            angular = (l + 1) / np.sqrt((2*l + 1) * (2*l + 3))
            dip[b, c] = angular * (p * w * x) @ values[l + 1].T
            dip[c, b] = dip[b, c].T
    return kin, inv, dip


def donor_state(m, eps, field, angle=0.0, n_radial=18, n_l=4, length=1.6):
    """Shift (meV), mean z (nm) and zero-field energy (meV).

    A nonzero angle rotates r into the complex plane, which turns the
    decaying level into a discrete state; width = -2 * imaginary part.
    The level is recognized by its overlap with the zero-field state.
    """
    kin, inv, dip = basis_matrices(n_radial, n_l)
    scale = length * np.exp(1j * angle) if angle else length
    h0 = KINETIC / m * kin / scale**2 - COULOMB / eps * inv / scale
    e_s, v_s = np.linalg.eig(h0[:n_radial, :n_radial])
    ground = np.argmin(e_s.real)
    energies, vectors = np.linalg.eig(h0 + field * scale * dip)
    overlap = np.abs(v_s[:, ground] @ vectors[:n_radial])
    k = np.argmax(overlap)
    v = vectors[:, k]
    mean_z = scale * (v @ dip @ v) / (v @ v)
    return energies[k] - e_s[ground], mean_z, e_s[ground]


def half_alpha(m, eps):
    """Derived alpha/2 in meV/(MV/m)^2."""
    radius = eps / m * BOHR
    return 9 / 4 * eps * radius**3 / COULOMB


# Hydrogen in atomic units: first-order function and second-order energy
r = sp.symbols("r", positive=True)
first = (r + r**2 / 2) * sp.exp(-r)      # radial factor multiplying cos(theta)
residual = (-(sp.diff(first, r, 2) + 2 * sp.diff(first, r) / r
              - 2 * first / r**2) / 2 - first / r + first / 2
            - r * sp.exp(-r))
assert sp.simplify(residual) == 0
r2 = sp.integrate(4 * r**4 * sp.exp(-2 * r), (r, 0, sp.oo))
r3 = sp.integrate(4 * r**5 * sp.exp(-2 * r), (r, 0, sp.oo))
second = -sp.Rational(4, 3) * sp.integrate(
    r**3 * first * sp.exp(-r), (r, 0, sp.oo))
assert second == -sp.Rational(9, 4)
assert second == -(r2 + r3 / 2) / 3
print("Hydrogen <r^2>, <r^3> (atomic units):", r2, ",", r3)
print("Hydrogen second-order coefficient (atomic units):", second)

# Model donor
m, eps, field = 0.2, 12.0, 0.2
radius = eps / m * BOHR
hartree_eff = m / eps**2 * HARTREE
field_unit = hartree_eff / radius
coefficient = half_alpha(m, eps)
alpha_si = 4.5 * 4 * sc.pi * sc.epsilon_0 * eps * (radius * 1e-9)**3
alpha_h = 4.5 * 4 * sc.pi * sc.epsilon_0 * (BOHR * 1e-9)**3
zero_energy = donor_state(m, eps, 0.0)[2].real
assert abs(zero_energy + hartree_eff / 2) < 1e-6
assert abs(2 * coefficient * MEV / 1e12 / alpha_si - 1) < 1e-8
assert abs(alpha_si / alpha_h / (eps**4 / m**3) - 1) < 1e-8
print(f"Mass ratio m: {m}")
print(f"Relative permittivity eps: {eps}")
print(f"Field inside the host: {field} MV/m")
print(f"Field outside a slab, normal to its faces: {eps * field:.2f} MV/m")
print(f"Bohr radius: {BOHR:.6f} nm")
print(f"Hartree energy: {HARTREE:.2f} meV")
print(f"Effective Bohr radius: {radius:.4f} nm")
print(f"Effective hartree: {hartree_eff:.4f} meV")
print(f"Binding energy, formula: {hartree_eff / 2:.4f} meV")
print(f"Binding energy, diagonalization: {-zero_energy:.4f} meV")
print(f"Effective field unit: {field_unit:.4f} MV/m")
print(f"Reduced field F/F*: {field / field_unit:.5f}")
print(f"Hydrogen polarizability: {alpha_h:.4e} C m^2/V")
print(f"Donor polarizability: {alpha_si:.4e} C m^2/V")
print(f"Ratio donor/hydrogen: {alpha_si / alpha_h:.4e}")
print(f"Half polarizability: {coefficient:.5f} meV/(MV/m)^2")

# Curvature from diagonalization for several hosts, against the formula
print("alpha/2 in meV/(MV/m)^2: m, eps, diagonalization, formula")
for mass, perm in ((0.2, 12.0), (0.15, 12.0), (0.2, 16.0), (0.3, 10.0)):
    step = 0.02
    c1 = -donor_state(mass, perm, step)[0].real / step**2
    c2 = -donor_state(mass, perm, 2 * step)[0].real / (2 * step)**2
    numeric = (4 * c1 - c2) / 3          # removes the next even power
    assert abs(numeric / half_alpha(mass, perm) - 1) < 1e-4
    print(f"  {mass:.2f}  {perm:.1f}  {numeric:.5f}  "
          f"{half_alpha(mass, perm):.5f}")

# Parity, displacement and the order of the first correction
plus, minus = (donor_state(m, eps, s * 0.1)[0].real for s in (1, -1))
assert abs(plus - minus) < 1e-8
weak_z = donor_state(m, eps, 0.02)[1].real
assert abs(weak_z / (-2 * coefficient * 0.02) - 1) < 1e-3
deviation = [donor_state(m, eps, f, n_l=6)[0].real / (-coefficient * f**2) - 1
             for f in (0.05, 0.1)]
assert abs(deviation[1] / deviation[0] - 4) < 0.1
print(f"Relative correction at 0.05 MV/m: {100 * deviation[0]:.4f} %")
print(f"Relative correction at 0.10 MV/m: {100 * deviation[1]:.4f} %")

# Full level position and tunnelling width from complex scaling
results = {}
for f, tolerance in ((0.2, 1e-6), (0.6, 1e-4), (1.2, 1e-4)):
    full = donor_state(m, eps, f, 0.40, 20, 14, 1.6)
    check = donor_state(m, eps, f, 0.45, 18, 12, 1.7)
    assert abs(full[0] - check[0]) < tolerance
    results[f] = full
shift = -coefficient * field**2
print(f"Quadratic shift at {field} MV/m: {shift:.5f} meV")
print(f"Quadratic shift / binding energy: {-2 * shift / hartree_eff:.3e}")
print(f"Mean z at {field} MV/m, linear law: "
      f"{-2 * coefficient * field:.4f} nm")
print(f"Mean z at {field} MV/m, full: {results[field][1].real:.4f} nm")
print("Field (MV/m), F/F*, quadratic (meV), full (meV), full/quadratic")
for f, state in results.items():
    quadratic = -coefficient * f**2
    print(f"  {f:.1f}  {f / field_unit:.4f}  {quadratic:.4f}  "
          f"{state[0].real:.4f}  {state[0].real / quadratic:.4f}")
widths = {f: -2 * state[0].imag for f, state in results.items()}
assert abs(widths[0.2]) < 2e-6           # below numerical resolution
assert 1e-3 < widths[0.6] < widths[1.2]
for f in (0.6, 1.2):
    print(f"Tunnelling width at {f} MV/m: {widths[f]:.4f} meV")
print("all good")
```

Running it gives:

```
Hydrogen <r^2>, <r^3> (atomic units): 3 , 15/2
Hydrogen second-order coefficient (atomic units): -9/4
Mass ratio m: 0.2
Relative permittivity eps: 12.0
Field inside the host: 0.2 MV/m
Field outside a slab, normal to its faces: 2.40 MV/m
Bohr radius: 0.052918 nm
Hartree energy: 27211.39 meV
Effective Bohr radius: 3.1751 nm
Effective hartree: 37.7936 meV
Binding energy, formula: 18.8968 meV
Binding energy, diagonalization: 18.8968 meV
Effective field unit: 11.9033 MV/m
Reduced field F/F*: 0.01680
Hydrogen polarizability: 7.4195e-41 C m^2/V
Donor polarizability: 1.9231e-34 C m^2/V
Ratio donor/hydrogen: 2.5920e+06
Half polarizability: 0.60016 meV/(MV/m)^2
alpha/2 in meV/(MV/m)^2: m, eps, diagonalization, formula
  0.20  12.0  0.60016  0.60016
  0.15  12.0  1.42261  1.42261
  0.20  16.0  1.89681  1.89681
  0.30  10.0  0.08576  0.08576
Relative correction at 0.05 MV/m: 0.0436 %
Relative correction at 0.10 MV/m: 0.1753 %
Quadratic shift at 0.2 MV/m: -0.02401 meV
Quadratic shift / binding energy: 1.270e-03
Mean z at 0.2 MV/m, linear law: -0.2401 nm
Mean z at 0.2 MV/m, full: -0.2435 nm
Field (MV/m), F/F*, quadratic (meV), full (meV), full/quadratic
  0.2  0.0168  -0.0240  -0.0242  1.0072
  0.6  0.0504  -0.2161  -0.2349  1.0873
  1.2  0.1008  -0.8642  -1.0517  1.2169
Tunnelling width at 0.6 MV/m: 0.0032 meV
Tunnelling width at 1.2 MV/m: 0.5695 meV
all good
```
